# Thermal rectification, geometric asymmetry and elastic phonon scattering

**A silicon film on a cold chip narrows from a wide end to a narrow end. More phonon modes arrive at the wide end, and the taper guides them differently from those that arrive at the narrow end. Why does the heat current nevertheless keep its magnitude when the hot and cold reservoirs are exchanged, if phonons scatter only elastically and transmission does not depend on temperature?**

The shape does affect the chance that an individual phonon gets through. A reservoir, however, fills all its incoming modes, and the heat current depends on the sum of the transmission probabilities over these modes. Energy conservation makes this sum the same from both sides at each frequency. The rest follows from the difference of two Bose functions.

## Energy conservation fixes the sum

Let the structure be a harmonic lattice with mass-weighted displacements $u_i$, joined to two uniform leads, L and R. Its equation of motion is

$$\ddot u=-Ku-A\dot u ,$$

with $K$ real and symmetric. The real antisymmetric matrix $A$ allows gyroscopic forces, which break time-reversal symmetry but do no work, since $\dot u^{T}A\dot u=0$. An ordinary lattice has $A=0$. For $u\propto e^{-i\omega t}$,

$$\omega^2u=Du,\qquad D=K-i\omega A=D^\dagger .$$

The force of site $j$ on site $i$ is $-D_{ij}u_j$, and the velocity of $i$ is $-i\omega u_i$. The mean power passed from $j$ to $i$ is therefore

$$P_{i\leftarrow j}=\tfrac12\mathrm{Re}\left[(-i\omega u_i)^*(-D_{ij}u_j)\right]=\tfrac{\omega}{2}\,\mathrm{Im}(u_i^*D_{ij}u_j).$$

Since $D_{ji}=D_{ij}^*$, $P_{j\leftarrow i}=-P_{i\leftarrow j}$. Multiplying the equation of motion by $u_i^*$ gives $\omega^2|u_i|^2=\sum_j u_i^*D_{ij}u_j$. The left side and the term $j=i$ are real, so the powers reaching site $i$ add to zero. What enters the structure at frequency $\omega$ leaves it at $\omega$.

In a lead whose neighbouring slices are joined by springs of strength $\kappa$, the matrix element of $D$ between neighbours is $-\kappa$, and a transverse mode has the form $\alpha e^{iks}+\beta e^{-iks}$ at slice $s$. Its power along $+s$ is

$$-\tfrac{\omega\kappa}{2}\,\mathrm{Im}(u_{s+1}^*u_s)=\tfrac{\omega\kappa\sin k}{2}\left(|\alpha|^2-|\beta|^2\right),$$

because the two cross terms are complex conjugates and their sum is real. Absorb $\sqrt{\omega\kappa\sin k/2}$ into the amplitudes, so that their squares are powers. Collect the incoming amplitudes of both leads in $a$ and the outgoing ones in $b=Sa$. Evanescent modes carry no power far away and are left out. Energy conservation now reads

$$a^\dagger(S^\dagger S-1)a=0\quad\text{for every }a .$$

A Hermitian matrix whose quadratic form vanishes for every complex vector is zero, so $S^\dagger S=1$. As $S$ is a finite square matrix, $SS^\dagger=1$ too. Hence both the columns and the rows of $|S_{nm}|^2$ add to one.

Let $N_L$ be the number of propagating modes in L, $R_{LL}$ the sum of reflection probabilities from L to L, and $\mathcal T_{RL}$ the sum of transmission probabilities **from L to R**. Adding the columns for incidence from L, and then the rows for emergence into L, gives

$$N_L=R_{LL}+\mathcal T_{RL},\qquad N_L=R_{LL}+\mathcal T_{LR}.$$

Subtraction gives

$$\mathcal T_{RL}(\omega)=\mathcal T_{LR}(\omega)\equiv\mathcal T(\omega).$$

Neither mirror symmetry nor time-reversal symmetry was used.

## From the sum to the current

One incoming mode has $dk/2\pi$ states per slice in the interval $dk$, and they travel at $d\omega/dk$ slices per unit time. The product is $d\omega/2\pi$ arrivals per unit time, each with energy $\hbar\omega$ and mean occupation

$$n(\omega,T)=\frac{1}{e^{\hbar\omega/k_BT}-1}.$$

Thermal amplitudes in different incoming modes are uncorrelated, so their powers add. The net current from L is the incoming power minus what is reflected and what arrives from R:

$$J=\int\frac{d\omega}{2\pi}\hbar\omega\left[(N_L-R_{LL})n_L-\mathcal T_{LR}n_R\right]
=\int\frac{d\omega}{2\pi}\hbar\omega\,\mathcal T(\omega)\left[n(\omega,T_L)-n(\omega,T_R)\right].$$

Zero-point terms add $\tfrac12$ to both occupations and cancel. Exchange the temperatures while holding the structure fixed. Since $\mathcal T$ does not change, the bracket changes sign at every frequency:

$$J(T_R,T_L)=-J(T_L,T_R).$$

This holds at any temperature difference, not only in linear response.

The long-wave limit can be found by hand. Only the mode uniform across the width propagates, and the taper acts as a sudden joint. Let a wave of unit amplitude arrive from L, with reflected amplitude $r$ and transmitted amplitude $t$. Continuity of displacement gives $1+r=t$. Balance of total force over widths $w_L,w_R$ gives $w_L(1-r)=w_Rt$. Thus $t=2w_L/(w_L+w_R)$. Power is proportional to width times squared amplitude, so

$$\mathcal T\to\frac{w_R}{w_L}t^2=\frac{4w_Lw_R}{(w_L+w_R)^2}.$$

The amplitude $t$ changes when L and R are exchanged, but the power transmission does not.

## The funnel in numbers

Take a film that narrows from 48 nm to 16 nm over 32 nm, between reservoirs at 4 K and 1 K. One edge is straight, and the other steps inward by one grid site per slice. The model has one scalar displacement per site on a square grid of spacing $a=2$ nm, free edges, and a rough transverse sound speed of silicon, $v=5800$ m/s. At each frequency the linear equations for the displacements were solved separately for waves arriving from each side.

For $\omega a/v=0.002$ the wavelength is about 6 µm, far longer than the taper. The computed transmission is 0.7501, against $4\times48\times16/64^2=0.7500$ from the joint formula.

A more typical thermal frequency is $\hbar\omega=3k_BT$ at 4 K, or 250 GHz, where the wavelength is $\lambda=23.2$ nm. In the continuum, a free-edged strip of width $w$ carries the modes $m=0,1,2,\ldots$ with $m\lambda/2<w$. That makes five modes in the wide lead and two in the narrow one, and the grid gives the same counts. The summed transmission is 1.992 from either side, but the mean probability per mode is

$$\frac{1.992}{5}=0.398\ \text{(from the wide side)},\qquad
\frac{1.992}{2}=0.996\ \text{(from the narrow side)}.$$

The narrow side has fewer incoming modes, and nearly all their power passes. The wide side has more, and most of their power returns. The sum rule forces this return on the wide side: each row and column of probabilities adds to one, so $\mathcal T$ cannot exceed the smaller mode count. The mean probability from the wide side is therefore at most $2/5$. Multiplying the larger number of arrivals by the same probability for both sides would give a current between reservoirs at equal temperature. The value 1.992 belongs to this grid and shape: it becomes 1.984 for $a=1$ nm and 1.979 for $a=0.5$ nm, and 1.968 for a taper narrowing symmetrically on the 2 nm grid.

Adding random gyroscopic forces between neighbouring sites of the taper separates the sum rule from time reversal. With coupling strengths drawn from a normal distribution of standard deviation $0.3\,v/a$, one draw makes the probability of transmission from one mode to another differ from that of the reversed pair by up to 0.126, while the sums remain equal, at 1.980 both ways. Thirty other draws give largest differences between 0.16 and 0.48 and sums between 1.87 and 1.98, in each case equal from both sides.

The current integral was evaluated at 450 equally spaced frequencies up to $\omega a/v=2.2$. With the wide end hot it gives $+8.63$ pW, and with the narrow end hot $-8.63$ pW, equal in magnitude to rounding error. A frequency grid three times coarser changes the value by 0.09%. A spatial grid of 1 nm gives 8.64 pW, and a symmetric taper on the 2 nm grid 8.38 pW.

The reversal can also be seen without a transmission formula. Consider a smaller closed lattice: a lead three sites wide and 150 slices long, two slices of two sites, and a lead one site wide and 150 slices long, all aligned along one edge. The wide lead and the rest start in separate quantum thermal states at 0.5 and 0.2 in units of $\hbar v/(ak_B)$, each with the springs of the joint attached to a fixed wall. They are then joined, and the harmonic motion is followed by diagonalizing the spring matrix. Between times $100a/v$ and $260a/v$, before echoes return from the far ends, the narrow part gains energy at the mean rate 0.03648 in units of $\hbar(v/a)^2$. With the initial temperatures exchanged the rate is $-0.03648$. The Landauer integral for this junction gives 0.03648.

## Does the wave have to remain coherent?

No. Suppose that a region P inside the taper absorbs phonons and re-emits them with random phase, but returns at each frequency as many as it took. Let $\mathcal T_{ij}$ run from terminal $j$ to terminal $i$. Zero net flow into P requires

$$n_P=\frac{\mathcal T_{PL}n_L+\mathcal T_{PR}n_R}{\mathcal T_{LP}+\mathcal T_{RP}},
\qquad \mathcal T_{LP}+\mathcal T_{RP}=\mathcal T_{PL}+\mathcal T_{PR},$$

where the second relation is the row-and-column sum rule for P. The net number of phonons leaving L per unit time, per frequency interval $d\omega/2\pi$ and summed over modes, is

$$I=(\mathcal T_{RL}+\mathcal T_{PL})n_L-\mathcal T_{LR}n_R-\mathcal T_{LP}n_P .$$

Inserting $n_P$ makes $I$ linear in $n_L$ and $n_R$. For $n_L=n_R=n$ one finds $n_P=n$, and $I=0$ by the sum rule for L. The two coefficients are therefore opposite, and reading off that of $n_R$ gives

$$I=\left[\mathcal T_{LR}+\frac{\mathcal T_{LP}\mathcal T_{PR}}{\mathcal T_{PL}+\mathcal T_{PR}}\right](n_L-n_R).$$

Phase breaking alters the size of the current, but not its reversal. With a damping rate of $1.45\times10^{11}$ s$^{-1}$ on every site of the taper, balanced in this way, the film carries $\pm6.85$ pW ($\pm6.90$ pW on a 1 nm grid).

## What can make the two currents differ?

**Exchange of energy between frequencies.** Let P instead settle at its own temperature $T_P$, with only its total energy flow equal to zero. Keep time-reversal symmetry, and write $g_L=\mathcal T_{LP}=\mathcal T_{PL}$ and $g_R=\mathcal T_{RP}=\mathcal T_{PR}$. Call the hot and cold occupations $n_H,n_C$, and those of P in the two arrangements $n_P,n_P'$. The energy balances of P are

$$\int\omega\left[g_L(n_H-n_P)+g_R(n_C-n_P)\right]d\omega=0,$$
$$\int\omega\left[g_L(n_C-n_P')+g_R(n_H-n_P')\right]d\omega=0.$$

With $X=n_H+n_C-n_P-n_P'$, their sum is

$$\int\omega(g_L+g_R)X\,d\omega=0.$$

In the sum of the forward current $J$ and the reversed current $J'$, the direct L–R terms cancel, leaving

$$J+J'=\frac{\hbar}{2\pi}\int\omega\,g_LX\,d\omega .$$

If $g_L/g_R$ is the same at all frequencies, the previous equation makes this zero. Even asymmetry together with inelastic scattering is then not enough. If the ratio varies with frequency, nothing forces the integral to vanish.

In the taper the ratio does vary. With the same damping rate, P settles at about 3.6 K when the wide end is hot and at about 2.6 K when the narrow end is hot. The currents are 6.957 pW and $-6.841$ pW on the 2 nm grid; a 1 nm grid raises both magnitudes by about 0.7% and leaves their relative difference at 1.7%, while a symmetric taper gives 1.5%. Relative to their mean magnitude they differ by

$$\frac{2(6.957-6.841)}{6.957+6.841}=1.7\%.$$

**Transmission that follows one reservoir.** In the small junction above, attach each of the four middle sites to a fixed point by a spring whose strength, in units of $(v/a)^2$, equals the reduced temperature of L. Exchanging 0.5 and 0.2 now changes the structure as well as the occupations. The currents become 0.0171 and $-0.0260$, which differ by 41% of their mean magnitude. Temperature dependence alone is not sufficient, however: if $\mathcal T(\omega;T_L,T_R)=\mathcal T(\omega;T_R,T_L)$, the bracket is still the only factor that changes, and the reversal survives.

**Unequal filling of modes.** If each side emits only its lowest transverse mode, the probabilities at 250 GHz are 0.462 from the wide side and 0.996 from the narrow side. The first is sensitive to grid and shape: it is 0.489 on a 0.5 nm grid, and between 0.64 and 0.79 for a symmetric taper on grids from 2 nm to 0.5 nm. The flow is then proportional to $0.462\,n_L-0.996\,n_R$, which does not merely change sign under exchange. Such beams are not emitted by thermal reservoirs that fill all modes.

**A third heat path.** Let a substrate S stay at a fixed temperature, with reciprocal elastic transmissions. The flow out of L at one frequency is $\mathcal T_{LR}(n_L-n_R)+\mathcal T_{LS}(n_L-n_S)$. Adding its values before and after the exchange leaves $\mathcal T_{LS}(n_H+n_C-2n_S)$, which is generally not zero. A measurement of the heat flow at L alone, made before and after the exchange, can therefore look like rectification when part of the heat leaks into the substrate.

## How close is a real silicon film?

The dimensions and temperatures are plausible for a nanostructure on a cryogenic chip, but 8.63 pW is not a prediction for one. A narrow elastic beam has four acoustic branches that reach zero frequency, and the model has one. For a film 10 nm thick, the first scalar mode that varies through the thickness would start at $v/(2\times10\ \text{nm})=290$ GHz. In a fully transmitting single mode at 4 K, 8.5% of the heat lies above that frequency; in the model film, where more modes open as the frequency rises, about 19% of the current does. The grid also changes the wave number of the uniform mode at 250 GHz by 1.3%, and that of a mode close to its cut-on by more. These omissions affect the size of the current; in a harmonic film they do not affect its reversal.

Three processes that break the assumptions can be estimated, and all are weak here. A rough low-temperature scattering rate, $10^{-12}\,\text{K}^{-4}\,\omega T^4$, gives a phonon-phonon event in about $2\times10^{-9}$ of straight transits at 250 GHz and 4 K. The thermal phonon energy density divided by $\rho v^2$, with density $\rho=2330$ kg/m$^3$, suggests a relative stiffness change of order $5\times10^{-10}$. Native oxide matters more. Suppose that it is 1 nm thick on both edges of the neck, filling $2/16$ of the width, and that phonons in the glass travel roughly 50 times the 23.2 nm wavelength in silicon before absorption. The absorbed fraction is then

$$\frac{32\times(2/16)}{50\times23.2}=0.34\%.$$

A thermalizing region with damping rate $0.0034\,v/(32\ \text{nm})$, which gives this loss in one straight transit, makes the two currents differ by about 0.01%. This region has a single temperature and a uniform loss that does not depend on frequency, whereas oxide absorbs at the edges and more strongly at higher frequency. The figure therefore indicates a small effect, but not its exact size or its sign. Oxide on the top and bottom faces, left out here, would fill $2/10$ of a 10 nm film and add a somewhat larger loss. Near room temperature phonon-phonon scattering is far stronger, and the elastic assumption must be examined afresh for the length of the device.
